# Signal rectification in a long overdamped field-effect channel with open drain: verification in Python

```python
"""Rectification by an overdamped field-effect channel with an open drain.

Result under test: a signal of peak amplitude Ua between source and gate
raises the mean gate-to-channel overdrive at the drain by Ua^2/(4 U0), so
that the drain of an n-channel device sits at -Ua^2/(4 U0) from the source.
U0: mean overdrive at the source; L: channel length; omega: angular frequency;
ell = sqrt(2 mobility U0 / omega): penetration length of the signal;
tau: momentum relaxation time. Conditions: omega tau << 1, L >> ell, Ua << U0.
The simulations use overdrive / U0, position / ell and time * omega.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint
from scipy.optimize import brentq

SAMPLES = 32


def last_period(rate, start, settle_time, bandwidth):
    """March in time to the periodic state and sample one period."""
    begin = 2 * np.pi * np.ceil(settle_time / (2 * np.pi))
    phase = 2 * np.pi * np.arange(SAMPLES) / SAMPLES
    times = np.concatenate(([0.0], begin + phase))
    path = odeint(rate, start, times, tfirst=True, ml=bandwidth,
                  mu=bandwidth, rtol=1e-9, atol=1e-11, mxstep=1000000)
    drain = path[1:, -1]
    ripple = 2 * abs(np.mean(drain * np.exp(-1j * phase)))
    return drain.mean() - 1.0, ripple


def ideal_conductance(u):
    return u


def ideal_capacitance(u):
    return np.ones_like(u)


def march_channel(length, amplitude, conductance=ideal_conductance,
                  capacitance=ideal_capacitance, shunt=0.0, cells=100):
    """Nonlinear drift channel; shunt is a drain-source capacitance."""
    h = length / cells

    def rate(t, u):
        full = np.concatenate(([1 + amplitude * np.sin(t)], u))
        middle = 0.5 * (full[1:] + full[:-1])
        flow = -0.5 * conductance(middle) * np.diff(full) / h
        gain = flow - np.append(flow[1:], 0.0)
        storage = capacitance(u) * h
        storage[-1] = 0.5 * storage[-1] + shunt
        gain[-1] += shunt * amplitude * np.cos(t)
        return gain / storage

    one = np.array([1.0])
    slow = max(1.0, capacitance(one)[0]) / min(1.0, conductance(one)[0])
    relaxation = 2 * length * (shunt + 4 * length / np.pi**2) * slow
    return last_period(rate, np.ones(cells), 14 * relaxation, 1)


def march_with_inertia(length, amplitude, omega_tau, cells=120):
    """Full momentum equation; here position is in units sqrt(e U0/m)/omega."""
    h = length / cells

    def rate(t, y):
        v = y[0::2]
        full = np.concatenate(([1 + amplitude * np.sin(t)], y[1::2]))
        v_node = np.zeros(cells + 1)
        v_node[0] = 1.5 * v[0] - 0.5 * v[1]
        v_node[1:-1] = 0.5 * (v[1:] + v[:-1])
        flow = 0.5 * (full[1:] + full[:-1]) * v
        out = np.empty_like(y)
        out[0::2] = -np.diff(full + v_node**2 / 2) / h - v / omega_tau
        change = (flow - np.append(flow[1:], 0.0)) / h
        change[-1] *= 2
        out[1::2] = change
        return out

    start = np.zeros(2 * cells)
    start[1::2] = 1.0
    relaxation = (2 * length / np.pi)**2 / omega_tau
    return last_period(rate, start, 14 * relaxation, 2)


def length_factor(a):
    return 1 - 1 / (np.sinh(a)**2 + np.cos(a)**2)


def inertia_factor(q):
    return 1 + 2 * q / np.sqrt(1 + q**2)


# Short channel: ripple and rectified voltage both follow the length law
amp = 0.1
short = 0.8
short_shift, short_ripple = march_channel(short, amp)
short_ratio = short_shift / (amp**2 / 4)
assert abs(short_ratio / length_factor(short) - 1) < 0.01
assert abs(short_ripple / amp * abs(np.cosh((1 + 1j) * short)) - 1) < 0.01

# Long channel under strong drive: the square-root law
strong = 0.6
strong_shift, _ = march_channel(5.0, strong)
strong_law = np.sqrt(1 + strong**2 / 2) - 1
assert abs(strong_shift / strong_law - 1) < 0.003

# A drain-source capacitance feeds the signal to the drain and weakens it
shunt_length, shunt_cap = 3.0, 2.0
shunt_shift, shunt_ripple = march_channel(shunt_length, amp, shunt=shunt_cap)
kappa = 1 + 1j
load = kappa * shunt_cap * np.sinh(kappa * shunt_length)
drain_share = abs((1 + load) / (np.cosh(kappa * shunt_length) + load))
shunt_law = 1 - drain_share**2
shunt_ratio = shunt_shift / (amp**2 / 4)
assert abs(shunt_ratio / shunt_law - 1) < 0.015
assert abs(shunt_ripple / amp / drain_share - 1) < 0.01


# General channels: response set by the logarithmic slope of conductance
def soft_charge(u):
    return 0.5 * np.log1p(np.exp(2 * u))


def soft_conductance(u):
    return soft_charge(u) / (1 + 0.5 * soft_charge(u))


def soft_capacitance(u):
    return 1 / (1 + np.exp(-2 * u))


def body_conductance(u):
    return 1 + 1.3 * (u - 1)


def body_capacitance(u):
    return 1.3 * np.ones_like(u)


general = []
for cond, cap in ((soft_conductance, soft_capacitance),
                  (body_conductance, body_capacitance)):
    shift, _ = march_channel(5.0, amp, cond, cap)
    step = 1e-5
    slope = (np.log(cond(1 + step)) - np.log(cond(1 - step))) / (2 * step)
    general.append((shift / (amp**2 / 4), slope))
    assert abs(general[-1][0] / slope - 1) < 0.015

# Inertia raises the response
test_q = 0.5
inertia_amp = 0.06
inertia_shift, _ = march_with_inertia(6.0, inertia_amp, test_q)
inertia_ratio = inertia_shift / (inertia_amp**2 / 4)
assert abs(inertia_ratio / inertia_factor(test_q) - 1) < 0.015

# Worked example: silicon nMOS detector, rough typical inputs, SI units
e, m0, hbar = const.e, const.m_e, const.hbar
temperature, frequency = 300.0, 100e9
mobility, oxide, length, width = 0.03, 4e-9, 1e-6, 10e-6
U0, Ua = 0.3, 0.01
mass, heavy_mass = 0.19, 0.92
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
omega = 2 * np.pi * frequency
ell = np.sqrt(2 * mobility * U0 / omega)
a = length / ell
q = omega * mobility * mass * m0 / e
q_heavy = omega * mobility * heavy_mass * m0 / e
assert q < 0.05 and a > 5 and Ua < 0.1 * U0
simple = Ua**2 / (4 * U0)
full_drive = np.sqrt(U0**2 + Ua**2 / 2) - U0
example_shift, _ = march_channel(a, Ua / U0, cells=120)
simulated = example_shift * U0
assert abs(simulated / simple - 1) < 0.005
drain_ripple = Ua / abs(np.cosh((1 + 1j) * a))

# Sizes of neglected effects
c_ox = eps_ox / oxide
density = c_ox * U0 / e
sheet = e * density * mobility
v_thermal = const.k * temperature / e
states = 4 * mass * m0 / (2 * np.pi * hbar**2)
filling = density / (states * const.k * temperature)
spread = v_thermal * filling / (1 - np.exp(-filling))


def gate_swing(x):
    return U0 * x / filling + v_thermal * np.log(np.expm1(x))


delta = 1e-5
center = gate_swing(filling)
x_high = brentq(lambda x: gate_swing(x) - center - delta,
                0.5 * filling, 2 * filling, xtol=1e-14)
x_low = brentq(lambda x: gate_swing(x) - center + delta,
               0.5 * filling, 2 * filling, xtol=1e-14)
log_slope = np.log(x_high / x_low) / (2 * delta)
assert abs(log_slope * (U0 + spread) - 1) < 1e-5
thermal_change = U0 / (U0 + spread) - 1

theta = 0.3
mobility_change = -theta * U0 / (1 + theta * U0)
doping, intrinsic = 1e23, 1e16
bending = 2 * v_thermal * np.log(doping / intrinsic)
depletion = np.sqrt(2 * eps_si * bending / (e * doping))
body = 1 + eps_si / depletion / c_ox
k = (1 + 1j) / ell
fringe = (abs(k * oxide / np.tanh(k * oxide) - 1)
          + (body - 1) * abs(k * depletion / np.tanh(k * depletion) - 1))
source_field = abs(k) * Ua
v_sat = 1e5
contact = 200e-6
line = 1 / (sheet * k)
contact_change = abs(line / (line + contact))**2 - 1
channel_ohm = length / (width * sheet)
meter_ohm = 10e6
oxide_field = (e * density + e * doping * depletion) / eps_ox
barrier = 3.1 - oxide_field * oxide / 2
decay = np.sqrt(2 * 0.4 * m0 * barrier * e) / hbar
attempt = 0.1 * e / const.h
leak = e * density * attempt * np.exp(-2 * decay * oxide)
leak_voltage = leak * length**2 / (2 * sheet)

print("TESTS (response in units Ua^2/(4 U0) unless stated)")
print(f"short channel, L/ell = {short}: simulated {short_ratio:.4f}, "
      f"law {length_factor(short):.4f}")
print(f"strong drive, Ua/U0 = {strong}: shift/U0 simulated "
      f"{strong_shift:.5f}, law {strong_law:.5f}")
print(f"shunted drain, L/ell = {shunt_length}, shunt/(C W ell) = "
      f"{shunt_cap}: simulated {shunt_ratio:.4f}, law {shunt_law:.4f}")
print(f"soft turn-on and mobility loss: simulated {general[0][0]:.4f}, "
      f"law {general[0][1]:.4f}")
print(f"body factor 1.3, source driven: simulated {general[1][0]:.4f}, "
      f"law {general[1][1]:.4f}")
print(f"inertia, omega tau = {test_q}: simulated {inertia_ratio:.4f}, "
      f"law {inertia_factor(test_q):.4f}")
for ratio in (0.5, 1.0, 2.0, 3.0):
    print(f"length factor at L/ell = {ratio}: {length_factor(ratio):.4f}")
print("EXAMPLE INPUTS (rough typical silicon nMOS)")
print(f"temperature {temperature:.0f} K; frequency {frequency/1e9:.0f} GHz")
print(f"mobility {mobility*1e4:.0f} cm2/Vs; oxide {oxide*1e9:.1f} nm")
print(f"length {length*1e9:.0f} nm; width {width*1e6:.0f} um")
print(f"overdrive U0 {U0:.2f} V; amplitude Ua {Ua*1e3:.1f} mV")
print(f"in-plane mass {mass} m0; heavy mass {heavy_mass} m0")
print("EXAMPLE RESULTS")
print(f"angular frequency {omega:.4e} rad/s")
print(f"penetration length ell {ell*1e9:.1f} nm; L/ell {a:.3f}")
print(f"omega tau {q:.4f}; tau {q/omega*1e15:.1f} fs")
print(f"ripple left at drain {drain_ripple*1e6:.1f} uV")
print(f"Ua^2/(4 U0) {simple*1e6:.3f} uV = {simple*1e3:.5f} mV")
print(f"square-root law {full_drive*1e6:.3f} uV")
print(f"time-domain simulation {simulated*1e6:.3f} uV")
print(f"drain-source voltage, n-channel {-simple*1e6:.3f} uV")
print("NEGLECTED EFFECTS (change of response, one at a time)")
print(f"inertia {100*(inertia_factor(q)-1):+.1f} %; "
      f"if all mass were heavy {100*(inertia_factor(q_heavy)-1):+.1f} %")
print(f"sheet density {density/1e4:.3e} cm^-2; density/(states kT) "
      f"{filling:.3f}")
print(f"thermal spread with degeneracy {spread*1e3:.1f} mV, "
      f"change {100*thermal_change:+.1f} %")
print(f"mobility loss, theta {theta} 1/V: {100*mobility_change:+.1f} %")
print(f"doping {doping/1e6:.1e} cm^-3; intrinsic density "
      f"{intrinsic/1e6:.1e} cm^-3; depletion depth {depletion*1e9:.1f} nm")
print(f"body factor {body:.3f}: source driven {100*(body-1):+.1f} %, "
      f"gate driven {100*(1/body-1):+.1f} %")
print(f"in-plane fields, relative capacitance change {100*fringe:.1f} %")
print(f"peak source field {source_field/1e5:.3f} kV/cm; drift velocity / "
      f"saturation velocity {mobility*source_field/v_sat:.4f}")
print(f"saturation velocity used {v_sat*100:.1e} cm/s")
print(f"source resistance {contact*1e6:.0f} ohm um: "
      f"{100*contact_change:+.1f} % at fixed terminal amplitude")
print(f"channel resistance {channel_ohm:.0f} ohm; {meter_ohm/1e6:.0f} Mohm "
      f"meter: {-100*channel_ohm/(channel_ohm+meter_ohm):+.4f} %")
print(f"oxide field {oxide_field/1e8:.2f} MV/cm")
print(f"gate tunnelling {leak/1e4:.1e} A/cm2, "
      f"channel voltage from it {leak_voltage*1e6:.1e} uV")
print("PASS")
```

It prints:

```
TESTS (response in units Ua^2/(4 U0) unless stated)
short channel, L/ell = 0.8: simulated 0.2165, law 0.2152
strong drive, Ua/U0 = 0.6: shift/U0 simulated 0.08626, law 0.08628
shunted drain, L/ell = 3.0, shunt/(C W ell) = 2.0: simulated 0.4202, law 0.4201
soft turn-on and mobility loss: simulated 0.5404, law 0.5407
body factor 1.3, source driven: simulated 1.2972, law 1.3000
inertia, omega tau = 0.5: simulated 1.8925, law 1.8944
length factor at L/ell = 0.5: 0.0400
length factor at L/ell = 1.0: 0.4023
length factor at L/ell = 2.0: 0.9250
length factor at L/ell = 3.0: 0.9901
EXAMPLE INPUTS (rough typical silicon nMOS)
temperature 300 K; frequency 100 GHz
mobility 300 cm2/Vs; oxide 4.0 nm
length 1000 nm; width 10 um
overdrive U0 0.30 V; amplitude Ua 10.0 mV
in-plane mass 0.19 m0; heavy mass 0.92 m0
EXAMPLE RESULTS
angular frequency 6.2832e+11 rad/s
penetration length ell 169.3 nm; L/ell 5.908
omega tau 0.0204; tau 32.4 fs
ripple left at drain 54.3 uV
Ua^2/(4 U0) 83.333 uV = 0.08333 mV
square-root law 83.322 uV
time-domain simulation 83.319 uV
drain-source voltage, n-channel -83.333 uV
NEGLECTED EFFECTS (change of response, one at a time)
inertia +4.1 %; if all mass were heavy +19.6 %
sheet density 1.616e+12 cm^-2; density/(states kT) 0.394
thermal spread with degeneracy 31.3 mV, change -9.4 %
mobility loss, theta 0.3 1/V: -8.3 %
doping 1.0e+17 cm^-3; intrinsic density 1.0e+10 cm^-3; depletion depth 103.8 nm
body factor 1.116: source driven +11.6 %, gate driven -10.4 %
in-plane fields, relative capacitance change 2.9 %
peak source field 0.836 kV/cm; drift velocity / saturation velocity 0.0251
saturation velocity used 1.0e+07 cm/s
source resistance 200 ohm um: -16.7 % at fixed terminal amplitude
channel resistance 1287 ohm; 10 Mohm meter: -0.0129 %
oxide field 1.23 MV/cm
gate tunnelling 6.0e-13 A/cm2, channel voltage from it 3.9e-11 uV
PASS
```
